# Why the capacitive-to-inductive transition of a radio-frequency plasma shows hysteresis

**Question.** A coil around a gas vessel is fed with slowly rising radio-frequency power. The dim, low-density plasma, helped by capacitive coupling from the coil, suddenly becomes a dense, inductively heated one. When the power is lowered again, the dense plasma survives below the power at which it appeared. Why are there two stable states at one generator power?

**Answer.**

## The mechanism

The generator heats the coil as well as the plasma. At low density the plasma is a small resistance in series with a larger coil resistance, so most of the power is lost in the coil. Where inductive heating dominates and the field still penetrates the plasma, a denser plasma takes a larger share, but it also has more electrons to maintain. If each electron cost the same power at every density, these effects would at best nearly cancel, as shown below. If an electron becomes cheaper to maintain as density rises, the gain can win, provided the coil resistance is large enough: more density brings more surplus power, and the plasma runs away to a dense state. There it stops, because further density raises the loss more than the absorption: the plasma's share of the power can no longer grow in proportion to density, and the saving per electron levels off. At the dilute end, capacitive heating weakens as density rises, which holds the plasma there until the generator power is raised far enough.

## The supply and the fold condition

Let $R_c$ be the coil resistance, including any other losses in series with the coil, and $R_p(n)$ the plasma resistance seen in the coil circuit at electron density $n$. Currents are peak amplitudes. A generator rematched at every density delivers $P_g=\tfrac12I^2(R_c+R_p)$, and the plasma absorbs

$$P_{abs}=\tfrac12 I^2R_p=P_g\frac{R_p}{R_c+R_p}.$$

Steady states are the intersections of $P_{abs}(n)$ with the loss $P_{loss}(n)$. Solving $P_{abs}=P_{loss}$ for the generator power gives

$$P_g(n)=P_{loss}(n)\left[1+\frac{R_c}{R_p(n)}\right].$$

Define the logarithmic slopes $b=d\ln P_{loss}/d\ln n$ and $a=d\ln R_p/d\ln n$. Since

$$\frac{d}{d\ln n}\ln\left(1+\frac{R_c}{R_p}\right)=\frac{-aR_c/R_p}{1+R_c/R_p}=-\frac{aR_c}{R_c+R_p},$$

we have

$$\frac{d\ln P_g}{d\ln n}=b-\frac{aR_c}{R_c+R_p}.$$

The fraction $aR_c/(R_c+R_p)$ is also the slope of $\ln P_{abs}$ at fixed $P_g$. Where the right side is positive, a small excess of density raises loss more than absorption and decays. Where it is negative, the excess grows. This argument treats density as the only slow variable. A maximum of $P_g(n)$ followed by a minimum therefore gives two stable branches separated by an unstable one. At the folds, the two power curves touch:

$$b=a\,\frac{R_c}{R_c+R_p}.$$

## The absorbed-power curve

Take a uniform plasma of radius $R$ and length $l$ in a long solenoid of $N$ turns, with time factor $e^{i\omega t}$. Electrons with collision frequency $\nu$ obey $m(\nu+i\omega)v=-eE$, so $J=-nev=\sigma E$ with $\sigma=ne^2/[m(\nu+i\omega)]$. Neglecting displacement current, $\nabla\times H=\sigma E$ and $\nabla\times E=-i\omega\mu_0H$. Taking the curl of the first equation gives, for the axial field,

$$\nabla^2H=sH,\qquad s=i\omega\mu_0\sigma=nq,\qquad q=\frac{\mu_0e^2}{m}\,\frac{\omega^2+i\omega\nu}{\omega^2+\nu^2}.$$

With edge field $H_0=NI/l$, the solution is $H=H_0I_0(\sqrt s\,r)/I_0(z)$, where $z=R\sqrt s$ and $I_0,I_1$ are modified Bessel functions. Its integral over the cross-section is

$$\int H\,dA=\pi R^2H_0\,\frac{2I_1(z)}{zI_0(z)}.$$

Faraday's law gives the edge field $2\pi R\,E=-i\omega\mu_0\int H\,dA$. The inward Poynting flux is $-\tfrac12\mathrm{Re}(EH_0^*)$; multiplying by the side area $2\pi Rl$ gives the power

$$\tfrac12\omega\mu_0l\,\mathrm{Re}\left(iH_0^*\int H\,dA\right)=\tfrac12I^2R_{ind},$$

$$R_{ind}=\frac{\omega\mu_0N^2\pi R^2}{l}\,\mathrm{Im}\,F,\qquad F=1-\frac{2I_1(z)}{zI_0(z)}.$$

For small $z$, $I_0\simeq1+z^2/4$ and $2I_1/z\simeq1+z^2/8$, so $F\simeq z^2/8$ and

$$R_{ind}\simeq\alpha n,\qquad \alpha=\frac{\omega\mu_0N^2\pi R^4}{8l}\,\mathrm{Im}\,q.$$

For large $|z|$, $F\simeq1-2/z$, and $R_{ind}$ falls as $n^{-1/2}$: the field is confined to a thin skin. The curve thus rises, peaks and falls.

How steep can it be? Write $H=H_0(1-u)$, so that $-\nabla^2u+su=s$ with $u=0$ at the edge. Expand $u$ in the normalized modes $\phi_m$ that vanish there, with $-\nabla^2\phi_m=\lambda_m\phi_m$ and $g_m=\int\phi_m\,dA$. Since $F$ is the average of $u$,

$$F=\sum_m\frac{g_m^2}{\pi R^2}\frac{s}{\lambda_m+s},\qquad
\frac1n\mathrm{Im}\frac{s}{\lambda_m+s}=\frac{\lambda_m\,\mathrm{Im}\,q}{\lambda_m^2+2\lambda_mn\,\mathrm{Re}\,q+n^2|q|^2}.$$

Because $\mathrm{Re}\,q>0$, every denominator grows with $n$. Hence $R_{ind}/n$ falls strictly: screening lowers the heating per electron at fixed coil current.

For the capacitive part, the coil voltage $\omega LI$ drives a current through the wall capacitance $C_w$. If the sheath's capacitance is left out and the wall's reactance dominates that path, the current is $\chi I$ with $\chi=\omega^2LC_w$, where $L$ is the vacuum inductance. It crosses a plasma path of length $d$ and area $A_c$, whose resistance is $m\nu d/(ne^2A_c)$. Therefore

$$R_{cap}=\frac{\chi^2m\nu d}{e^2A_cn},\qquad R_p=R_{ind}+R_{cap}.$$

Both $R_{ind}/n$ and $R_{cap}/n$ fall with $n$, so $a<1$.

This has a direct consequence. With linear losses, $b=1$, and the slope $1-aR_c/(R_c+R_p)$ is positive at every density. In this model the nonlinear absorption curve alone cannot produce hysteresis, whatever the coil resistance.

## Why the loss per electron falls

One process that makes an electron cheaper at higher density is two-step ionization. Let $n_g$ be the gas density and $n_x$ that of metastable atoms. Direct ionization, excitation and ionization of metastables have rate coefficients $K_i,K_x,K_s$. Metastables are lost at the wall at rate $\gamma$ and by electron collisions with coefficient $K_q$, which lead to radiation. In steady state

$$n_x=\frac{n_gK_xn}{\gamma+n(K_s+K_q)},\qquad n_gK_i+n_xK_s=\nu_L.$$

Here $\nu_L=hA_wu_B/V$ is the wall-loss frequency, with wall area $A_w$, volume $V$, fixed edge-to-centre density ratio $h$, ion mass $M$ and Bohm speed $u_B=\sqrt{eT/M}$. The electron temperature $T$ is in electronvolts. Using $h<1$ alongside a uniform density in the field equation is a simplification.

At fixed $T$, $n_x$ rises with $n$, from a wall-limited to a collision-limited value. Ionization becomes easier, so particle balance moves to a lower $T$, and $\nu_L\propto\sqrt T$ falls a little.

Let $E_i$ and $E_x$ be the ionization and metastable energies in electronvolts. An electron spends $n_gK_iE_i+n_gK_xE_x+n_xK_s(E_i-E_x)$ per second on collisions, and each pair lost carries $cT$ to the wall. Elastic losses and the energy exchanged in quenching metastables are neglected. Dividing by $\nu_L$ and using particle balance, the energy per lost pair is

$$\mathcal E=E_i+cT+E_x\,\frac{n_gK_x-n_xK_s}{\nu_L}.$$

As $T$ falls, $K_x\propto e^{-E_x/T}$ falls faster than $\nu_L$ in the range used here. Direct ionization supplies a smaller fraction of $\nu_L$, so $n_xK_s/\nu_L$ rises. Every change lowers $\mathcal E$: fewer metastables are excited per lost pair, and a larger part of the energy put into them is used for ionization. In the numerical case below, excitations per lost pair fall from about 6 to 1.7, which accounts for most of the drop in $\mathcal E$. Thus

$$P_{loss}=nVw(n),\qquad w=e\,\nu_L\mathcal E,$$

with $w$ falling and $b<1$.

## Three density ranges and two limits

When $R_{cap}\gg R_{ind}$ and $R_c\gg R_p$, $P_g\propto n^2w$. Here $w$ varies slowly, so $P_g$ rises: this is the stable capacitive limit. In the window $R_{cap}\ll R_{ind}\ll R_c$, with screening still weak so that $R_{ind}\simeq\alpha n$,

$$P_g\simeq nVw\,\frac{R_c}{\alpha n}=\frac{VR_c}{\alpha}\,w(n).$$

The density has cancelled, and the required power falls with $w$. At higher density $R_p$ is no longer small beside $R_c$, the plasma's own loss becomes important, and $P_g$ rises again. Even if $R_c$ is so large that $R_p$ stays small beside it, $P_g$ still turns up, because $w$ levels off ($b\to1$) while screening lowers $a$.

If $R_c\to0$, then $P_g=P_{loss}$, which rises with $n$ in the example: a lossless coil gives no hysteresis. If $R_c\to\infty$, $P_g$ fixes the coil current and the folds lie at $b=a$. Between these limits, solving the fold condition for the coil resistance gives

$$R_c=\frac{R_p\,b}{a-b}\qquad(a>b),$$

whose minimum over density is the least coil resistance for hysteresis.

## A numerical case

The model gas has round parameters and represents no particular substance:

- Circuit and geometry: 2 MHz, $N=5$, $R_c=1\ \Omega$, $R=0.05$ m, $l=0.20$ m, $C_w=100$ pF, $d=0.05$ m, $A_c=0.03\ \mathrm{m^2}$.
- Gas: $n_g=10^{21}\ \mathrm{m^{-3}}$, $\nu=10^8\ \mathrm{s^{-1}}$, ion mass 40 u, $h=0.3$, $\gamma=200\ \mathrm{s^{-1}}$, $K_q=10^{-14}\ \mathrm{m^3/s}$, $E_i=16$ eV, $E_x=12$ eV, $c=7.18$.
- Rate coefficients in $\mathrm{m^3/s}$: $K_i=5\times10^{-14}e^{-16/T}$, $K_x=5\times10^{-14}e^{-12/T}$, $K_s=10^{-13}e^{-4/T}$.

Between $10^{14}$ and $10^{18}\ \mathrm{m^{-3}}$, $\nu_L$ falls by about 11 %, while $\mathcal E$ falls from 103 to 39 eV. The energy per pair does the work: letting it alone vary keeps both folds, whereas letting $\nu_L$ alone vary leaves none.

At $n=3\times10^{15}\ \mathrm{m^{-3}}$ the loss is 1.651 W and $R_p=0.0636+0.0007=0.0643\ \Omega$, so

$$P_g=1.651\left(1+\frac{1}{0.0643}\right)\simeq27.3\ \mathrm W.$$

The window formula, with $\alpha=2.122\times10^{-17}\ \Omega\,\mathrm{m^3}$, gives

$$\frac{1.651}{3\times10^{15}}\times\frac{1}{2.122\times10^{-17}}\simeq25.9\ \mathrm W,$$

about 5 % below the full value.

The maximum is 31.0 W at $1.05\times10^{15}\ \mathrm{m^{-3}}$. Above it the plasma jumps to $4.6\times10^{16}\ \mathrm{m^{-3}}$. The minimum is 23.4 W at $1.15\times10^{16}\ \mathrm{m^{-3}}$, from which the plasma drops to $4.0\times10^{14}\ \mathrm{m^{-3}}$. Slow ramps of the time-dependent equations for density, temperature and metastables jump at 31.0 W and 23.4 W.

At 26.9 W there are three states. The dense one has $R_p=0.652\ \Omega$ and absorbs $26.9\times0.652/1.652\simeq10.6$ W; the dilute one absorbs about 0.4 W. The linearized time-dependent equations show both to be stable and the middle state unstable.

The name "capacitive mode" needs care here. At 26.9 W, capacitive heating supplies only 29 % of the dilute plasma's absorbed power. It exceeds inductive heating only below about $3\times10^{14}\ \mathrm{m^{-3}}$. Its role is still essential to the low branch: without it, the required power falls from the lowest density computed, and no stable dilute plasma remains before the inductive branch.

The least coil resistance is 0.17 Ω. In this model a coil with less resistance than this would make the transition continuous. The limit matters in practice: a coil of this shape wound from copper tube several millimetres thick has less than 0.1 Ω of its own. The 1 Ω used here must therefore include losses in the matching circuit and in nearby metal; with the copper loss alone, this model would show no hysteresis.

## Where the explanation can fail

The conclusion about linear losses rests on $a<1$. A coupling for which $R_p/n$ rises over some density range could give hysteresis without two-step ionization. A match that is not retuned adds another density dependence to the supply. The model also omits stochastic heating, ion acceleration in radio-frequency sheaths, gas heating, excitation to radiating levels and ionizing collisions between two metastables. The last of these can be important: at the metastable densities found here, a rate typical of argon would narrow the hysteresis to a small fraction of its width. The result also depends on the small quenching coefficient $K_q$. With everything else fixed, $K_q=10^{-13}\ \mathrm{m^3/s}$ shrinks the gap between the fold powers from 7.6 W to 0.2 W. At $2\times10^{-13}\ \mathrm{m^3/s}$, about the rate at which electrons transfer argon metastables to radiating levels before radiation trapping is allowed for, there is no hysteresis at 1 Ω and the least coil resistance is 3.3 Ω. At $5\times10^{-13}\ \mathrm{m^3/s}$ none appears even at $10^4\ \Omega$. Two-step ionization therefore produces the loop only when electrons ionize metastables at a rate not far below the net rate at which they quench them. The sheath capacitance in series with the wall is left out too. At the dilute state its reactance can exceed that of the wall, which greatly weakens the capacitive heating and raises the upper fold. The coil is only four radii long, so end effects also reduce the inductive heating below the long-solenoid value. The value $h=0.3$ is high for argon-like ions at this gas density; $h=0.1$ would keep the hysteresis but lower both fold powers to little more than a third. The fold powers are therefore not predictions for a particular reactor. The numerical output gives the full density table and the fold counts with individual ingredients removed.

## Values computed for the example and the checks

```
frequency 2.0 MHz, collision frequency 1.0e+08 1/s
turns 5, coil resistance 1.00 ohm
plasma radius 0.050 m, length 0.200 m
wall capacitance 100 pF
capacitive path 0.050 m, area 0.030 m^2
gas density 1.0e+21 m^-3, ion mass 40 u
edge-to-centre density ratio 0.30
metastable wall loss 200 1/s, quenching 1.0e-14 m^3/s
ionization energy 16 eV, metastable energy 12 eV
rate prefactors: direct ionization 5.0e-14 m^3/s
  excitation 5.0e-14, two-step ionization 1.0e-13 m^3/s
wall energy per lost pair / T: 7.180
vacuum coil inductance 1.234 uH
capacitive-to-coil current ratio chi 0.01948
low-density inductive slope alpha 2.1223e-17 ohm m^3
largest field-solution relative difference 4.1e-07
n(m^-3) T(eV) nuL(1/s) pair(eV) Rind(ohm) Rcap(ohm) Ploss(W) Pg(W)
1e+14 2.183 3.442e+04 102.56 0.00212 0.022448 0.0888 3.705
3e+14 2.156 3.420e+04 97.02 0.00637 0.007483 0.2506 18.343
1e+15 2.085 3.364e+04 83.81 0.02121 0.002245 0.7096 30.959
3e+15 1.981 3.279e+04 66.71 0.06358 0.000748 1.6514 27.323
1e+16 1.864 3.181e+04 51.10 0.21119 0.000224 4.0908 23.440
3e+16 1.795 3.121e+04 43.46 0.62613 0.000075 10.2414 26.596
1e+17 1.760 3.091e+04 40.06 1.96415 0.000022 31.1625 47.028
1e+18 1.744 3.077e+04 38.60 4.74356 0.000002 298.9195 361.935
peak inductive resistance 5.201 ohm
  at density 5.81e+17 m^-3
upper fold (jump up): 30.975 W at n = 1.053e+15 m^-3
lower fold (jump down): 23.386 W at n = 1.150e+16 m^-3
landing density after jump up 4.627e+16 m^-3
landing density after jump down 4.004e+14 m^-3
window estimate at n = 3e+15 m^-3: 25.937 W
  full supply curve there: 27.323 W
least coil resistance for hysteresis 0.1723 ohm
  folds are born at density 1.95e+15 m^-3
three states at generator power 26.914 W:
low: n 5.127e+14 m^-3, T 2.131 eV, Rp 0.0153 ohm
  absorbed 0.404 W, coil current 7.281 A (peak)
  capacitive share 28.699 %, growth rate -196.05 1/s
middle: n 3.269e+15 m^-3, T 1.972 eV, Rp 0.0700 ohm
  absorbed 1.760 W, coil current 7.093 A (peak)
  capacitive share 0.981 %, growth rate 681.01 1/s
high: n 3.126e+16 m^-3, T 1.793 eV, Rp 0.6520 ohm
  absorbed 10.623 W, coil current 5.708 A (peak)
  capacitive share 0.011 %, growth rate -1645.88 1/s
ramp time each way 60 s, 18.71 to 37.17 W
ramped jump up 31.016 W, jump down 23.362 W
fold counts: full 2, no two-step ionization 0, lossless coil 0
fold counts: no capacitive coupling 1
fold counts: only wall frequency varies 0, only pair energy varies 2
```
